# The high-temperature quantum correction to defect formation from a trace, part 1

(Sections cited here and not found follow in the second part.)

## First half: from oscillator levels to a trace

### The decision

Suppose that a defect cell has been relaxed and its static formation energy is known. The vibrational part is next, and a choice has to be made. One may diagonalize the Hessians of the defect cell and of the reference crystals and sum the quantum free energies of all modes. Or one may treat the vibrations classically and add a correction for quantum mechanics. The second choice is sensible if the correction can be found cheaply and its error can be judged.

In the harmonic approximation the leading correction at high temperature is

$$\Delta F_{\rm q}\simeq\frac{\hbar^2}{24k_BT}\,\Delta\mathrm{Tr}\,D ,\qquad (1)$$

where $D$ is the mass-weighted Hessian and $\Delta$ means the defect cell minus its reservoirs. No phonon frequency appears. Three qualifications belong to the statement. The trace gives the quantum correction, not the whole free energy, because the classical part depends on a determinant. The traces of the reservoirs must be subtracted. And if the trace difference vanishes, the leading correction is of a higher order in $1/T$.

### The harmonic cell and its conventions

Let $V$ be the potential energy of the nuclei and $u_{ia}$ the displacement of atom $i$ along the Cartesian axis $a$ from a stable minimum. The linear term of $V$ vanishes there. Up to second order

$$V=V_0+\frac12\sum_{ia,jb}\Phi_{ia,jb}\,u_{ia}u_{jb},\qquad
\Phi_{ia,jb}=\frac{\partial^2V}{\partial u_{ia}\,\partial u_{jb}} .$$

The force constants $\Phi$ are held fixed as the temperature changes. For a charged defect they are those of the charge state in question.

The kinetic energy is $\frac12\sum m_i\dot u_{ia}^2$. With the coordinates $q_{ia}=\sqrt{m_i}\,u_{ia}$ it becomes $\frac12\sum\dot q_{ia}^2$, and the potential energy becomes $V_0+\frac12 q^{T}Dq$ with

$$D_{ia,jb}=\frac{\Phi_{ia,jb}}{\sqrt{m_im_j}} .\qquad (2)$$

This matrix is real and symmetric, so an orthogonal change of coordinates diagonalizes it and leaves the kinetic energy in the same form. Each eigenvalue is a squared angular frequency $\omega^2$, and the modes are independent oscillators.

A periodic cell can be shifted as a whole without a change of energy, which gives three zero eigenvalues. These translations are treated classically in every cell. They therefore drop out of the difference between the quantum and the classical free energy. All other eigenvalues are assumed to be positive. A negative one would mean that the structure is a saddle point, and what follows would not apply.

### One oscillator

For a mode of frequency $\omega$ define $x=\hbar\omega/k_BT$. Its levels are $\hbar\omega(n+\frac12)$, so the partition function is a geometric series:

$$Z=\sum_{n=0}^{\infty}e^{-(n+1/2)x}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{e^{x/2}-e^{-x/2}}=\frac{1}{2\sinh(x/2)} .$$

Hence $F=-k_BT\ln Z=k_BT\ln[2\sinh(x/2)]$.

The classical partition function of the same mode, with the energy $\frac12p^2+\frac12\omega^2q^2$, is a product of two Gaussian integrals:

$$Z_{\rm cl}=\frac{1}{2\pi\hbar}\int dp\,dq\;e^{-(p^2+\omega^2q^2)/2k_BT}
=\frac{1}{2\pi\hbar}\sqrt{2\pi k_BT}\,\frac{\sqrt{2\pi k_BT}}{\omega}=\frac1x .$$

So $F_{\rm cl}=k_BT\ln x$. The quantum correction of one mode is the difference

$$F-F_{\rm cl}=k_BT\,\ln\frac{\sinh(x/2)}{x/2} .\qquad (3)$$

It is positive, because $\sinh y>y$ for $y>0$.

### A sum over simple logarithms

Expanding (3) in powers of $x$ would give the leading term at once. A different form is more useful, because it also controls the error. It rests on an identity for the hyperbolic cotangent.

Take the function $\cosh(at)$ on the interval $-\pi\le t\le\pi$ and continue it periodically. The result is even and continuous, so it equals its cosine series. The coefficients follow from

$$\frac1\pi\int_{-\pi}^{\pi}\cosh(at)\cos(nt)\,dt=\frac{2a(-1)^n\sinh(\pi a)}{\pi(a^2+n^2)} ,$$

which two integrations by parts confirm. The constant term is half of the $n=0$ coefficient. At $t=\pi$ we have $\cos(n\pi)=(-1)^n$, and the signs cancel:

$$\cosh(\pi a)=\frac{\sinh(\pi a)}{\pi}\left[\frac1a+\sum_{n=1}^\infty\frac{2a}{a^2+n^2}\right].$$

Multiplication by $\pi/\sinh(\pi a)$ gives

$$\pi\coth(\pi a)-\frac1a=\sum_{n=1}^{\infty}\frac{2a}{a^2+n^2} .\qquad (4)$$

Now integrate both sides from $0$ to $a$. On the left, $\pi\coth(\pi s)$ is the derivative of $\ln\sinh(\pi s)$ and $1/s$ that of $\ln s$. The lower limit contributes $\ln\pi$, since $\sinh(\pi s)/s\to\pi$. On the right, each term is at most $2a/n^2$, so the series may be integrated term by term. The result is

$$\ln\frac{\sinh(\pi a)}{\pi a}=\sum_{n=1}^\infty\ln\left(1+\frac{a^2}{n^2}\right).$$

With $\pi a=x/2$, equation (3) becomes

$$\frac{F-F_{\rm cl}}{k_BT}=\sum_{n=1}^\infty\ln\left(1+\frac{x^2}{4\pi^2n^2}\right).\qquad (5)$$

Identity (4) also supplies the two sums needed below. For small $y$, division of the series of $\cosh y$ by that of $\sinh y$ gives

$$\coth y=\frac{1+y^2/2+y^4/24+\dots}{y\,(1+y^2/6+y^4/120+\dots)}=\frac1y+\frac y3-\frac{y^3}{45}+\dots$$

The left side of (4) is then $\pi^2a/3-\pi^4a^3/45+\dots$. The right side is $2a\sum1/n^2-2a^3\sum1/n^4+\dots$. Comparison of equal powers gives

$$\sum_{n=1}^\infty\frac1{n^2}=\frac{\pi^2}6,\qquad \sum_{n=1}^\infty\frac1{n^4}=\frac{\pi^4}{90} .\qquad (6)$$

### All modes at once

The sum of (5) over the modes can be written without frequencies. The product of $1+\hbar^2\omega^2/(2\pi nk_BT)^2$ over all eigenvalues $\omega^2$ of $D$ is a determinant, in which the three zero eigenvalues contribute factors of one. Therefore

$$F-F_{\rm cl}=k_BT\sum_{n=1}^\infty\ln\det\left[1+\frac{\hbar^2D}{(2\pi nk_BT)^2}\right].\qquad (7)$$

This holds at any temperature within the harmonic approximation. It was tested on a 53-atom vacancy cell of the model described in the second half, at 300 K. The first forty determinants were evaluated, and the remaining terms were replaced by their traces. The result agreed with the sum of (3) over the modes to better than one part in $10^5$.

### Upper and lower limits

For $y\ge0$ the logarithm obeys

$$y-\frac{y^2}{2}\le\ln(1+y)\le y .$$

All three expressions vanish at $y=0$. Their derivatives are $1-y$, $1/(1+y)$ and $1$. The second exceeds the first by $y^2/(1+y)\ge0$ and does not exceed the third, so the order is kept for all positive $y$.

Put $y=x^2/(4\pi^2n^2)$ and sum over $n$ with (6). The linear term gives

$$\frac{x^2}{4\pi^2}\cdot\frac{\pi^2}{6}=\frac{x^2}{24},$$

and the quadratic term gives

$$\frac12\cdot\frac{x^4}{16\pi^4}\cdot\frac{\pi^4}{90}=\frac{x^4}{2880} .$$

Each mode therefore satisfies

$$\frac{x^2}{24}-\frac{x^4}{2880}\;\le\;\frac{F-F_{\rm cl}}{k_BT}\;\le\;\frac{x^2}{24} .\qquad (8)$$

These limits hold for every $x$, whether or not the temperature is high. The full power series is more restricted. The term $n=1$ in (5) is singular at $x=\pm2\pi i$, so the series in powers of $x$ converges for $x<2\pi$.

The ratio of the two terms in (8) shows when the leading term suffices. The error of the leading term is at most $x^2/120$ of that term. At $x=1$ this is below 1 %, at $x=2$ it is about 3 %, and at $x=3$ it is 7.5 %. For large $x$ the leading term fails badly. It grows as $x^2$, whereas (3) grows as $x/2-\ln x$, where $x/2$ is the zero-point energy in units of $k_BT$. A stiff mode of a light impurity can be in that regime while the host crystal is nearly classical.

### The trace

Keep the leading term of (8) and sum it over the modes. Since $k_BT\,x^2/24=\hbar^2\omega^2/(24k_BT)$,

$$F-F_{\rm cl}\simeq\frac{\hbar^2}{24k_BT}\sum\omega^2=\frac{\hbar^2}{24k_BT}\,\mathrm{Tr}\,D .\qquad (9)$$

The last step is the point of the argument. The sum of the eigenvalues of a symmetric matrix equals the sum of its diagonal elements, because an orthogonal transformation $O$ leaves the trace unchanged: $\mathrm{Tr}(O^TDO)=\mathrm{Tr}(DOO^T)=\mathrm{Tr}\,D$. The three translations add zero to it.

By (2), the diagonal elements contain one atom each:

$$\mathrm{Tr}\,D=\sum_i\frac1{m_i}\sum_a\frac{\partial^2V}{\partial u_{ia}^2} .\qquad (10)$$

The off-diagonal elements, which couple different atoms, shape the spectrum but do not appear in the sum of the squared frequencies. The couplings matter there only through the on-site curvatures, which they fix because a shift of the whole cell costs no energy.

Equation (10) can be evaluated by moving one atom at a time. For a displacement $h$ along one axis, the central difference

$$\frac{\partial^2V}{\partial u_{ia}^2}\simeq\frac{V(+h)+V(-h)-2V(0)}{h^2}$$

needs energies alone. The saving should be stated with care. If forces are available, the displacement of one coordinate yields a whole column of $\Phi$. Moving every atom along every axis then costs as much as the full Hessian, and what is saved is the diagonalization. Symmetry between sites reduces the number of displacements, but it does so for the full Hessian too. Force calculations are saved when it is known that the on-site curvatures differ from their bulk values near the defect only, since the other atoms then need not be moved. This condition is not automatic. An elastic relaxation that changes the curvature of every distant atom by a fraction of order one over the number of atoms still adds a finite amount to the trace difference.

### Why the frequencies drop out

There is a physical reason for (9). The mean square displacement of a quantum oscillator of mass $m$ follows from its mean energy $\frac12\hbar\omega\coth(x/2)$, half of which is potential energy:

$$\langle u^2\rangle=\frac{\hbar}{2m\omega}\coth\frac x2
\simeq\frac{\hbar}{2m\omega}\left(\frac2x+\frac x6\right)
=\frac{k_BT}{m\omega^2}+\frac{\hbar^2}{12mk_BT} .$$

The first term is the classical spread. The second is the additional quantum spread at leading order, and it does not depend on the frequency. It is set by the mass and the temperature. Multiplied by half the curvature, $\frac12m\omega^2$, it gives the energy $\hbar^2\omega^2/(24k_BT)$, which is the correction in (9). An atom is thus smeared out by an amount independent of its surroundings, and the free energy responds to the curvature that the smeared atom feels.

The correction to the internal energy is twice as large. From $E=\partial(F/k_BT)/\partial(1/k_BT)$, a term in $F$ proportional to $1/T$ contributes twice its own value to $E$. The other half is additional kinetic energy.

### Defect minus reservoirs

A formation free energy compares the defect cell with reservoirs that supply its atoms. Let the defect cell contain $n_s$ atoms of species $s$, and let reservoir $s$ be a harmonic solid with the value $x_s$ of some quantity $X$ per atom. Then

$$\Delta X=X_{\rm def}-\sum_sn_sx_s .\qquad (11)$$

Applying (9) to each cell gives (1), with

$$\Delta\mathrm{Tr}\,D=\mathrm{Tr}\,D_{\rm def}-\sum_sn_s\tau_s ,$$

where $\tau_s$ is the trace per atom of reservoir $s$. For a vacancy in an elemental crystal with $N$ sites, this is $\mathrm{Tr}\,D_{\rm def}-\frac{N-1}{N}\mathrm{Tr}\,D_{\rm bulk}$.

The correction is positive when the atoms have, on balance, larger curvatures per mass in the defect cell than in their reservoirs. It then raises the formation free energy and lowers the equilibrium concentration. A negative difference does the opposite. Solid reservoirs are assumed here. A molecular gas has rotations as well, and these are not harmonic modes.

A substitutional atom shows how the reservoirs enter. In a 128-site cell of the model crystal, with atomic mass $m$ and trace $480/m$ N/m per atom, one atom is replaced by an atom of mass $m/2$. Its springs are 1.2 times as stiff as those of the host. Its own reservoir has the same structure, the mass $m/2$ and springs 0.9 times those of the host. The new atom contributes $1.2\times480/0.5=1152$, its neighbours gain $0.2\times480=96$, and the reservoir takes away $0.9\times480/0.5=864$. The balance is $384/m$ N/m. At 2000 K, a temperature chosen for testing the formula and not for a real crystal, (1) gives 0.4337 meV and the full mode sum gives 0.4334 meV. Without the reservoir of the new atom, the trace difference would have been $1248/m$ N/m, more than three times the correct value.

## Second half: the error, the classical part and a vacancy

### Symbols and results carried over

The mass-weighted Hessian $D$ has the eigenvalues $\omega^2$, three of which are zero, and $x=\hbar\omega/k_BT$. The symbol $\Delta$ means the defect cell minus the reservoirs. For a vacancy in a crystal of $N$ sites this is the value of the cell with $N-1$ atoms minus $(N-1)/N$ times the value of the perfect cell. The results needed are

$$F-F_{\rm cl}=k_BT\sum_{n\ge1}\mathrm{Tr}\ln(1+a_nD),\qquad a_n=\frac{c}{4\pi^2n^2},\qquad c=\left(\frac{\hbar}{k_BT}\right)^2,$$

and the leading correction

$$\Delta F_{\rm q}\simeq\frac{\hbar^2}{24k_BT}\,\Delta\mathrm{Tr}\,D .\qquad (12)$$

The sums $\sum a_n=c/24$ and $\frac12\sum a_n^2=c^2/2880$ were found on the way.

### The next order

When all modes have $x<2\pi$, the logarithm may be expanded further: $\ln(1+a_nD)=a_nD-\frac12a_n^2D^2+\dots$ The second term, summed over $n$, adds

$$\Delta F_{\rm q}^{(2)}=-\frac{\hbar^4}{2880(k_BT)^3}\,\Delta\mathrm{Tr}\,D^2 .\qquad (13)$$

This needs no frequencies either, because for a symmetric matrix $\mathrm{Tr}\,D^2$ is the sum of the squares of all its elements. It does need the couplings between atoms, which (12) does not. If $\Delta\mathrm{Tr}\,D=0$ and $\Delta\mathrm{Tr}\,D^2\neq0$, (13) is the leading correction, and it falls as $T^{-3}$.

In the harmonic approximation, the leading high-temperature quantum correction to a defect's formation free energy follows from a difference of Hessian traces, and the next order from the traces of the squared Hessians, without any phonon frequencies. What remains is to bound the error for a single defect in a large cell, to find the classical part, and to test on a vacancy when the correction matters.
